# Rotational levels and ortho-para ratio of interstitial hydrogen molecules in silicon: a numerical check

```python
# Result under test: H2 in a tetrahedral silicon cage is nearly a free rotor,
# E_J = B J(J+1), B = hbar^2/(m_p d^2); even J is para (spin weight 1), odd J
# is ortho (spin weight 3), and the equilibrium ortho/para ratio tends to 3.
# d: proton distance; n: unit vector along the molecule; a = B/(k T);
# V4: amplitude of the cubic anisotropy V4*(nx^4+ny^4+nz^4-3/5);
# g: coupling of centre-of-mass displacement to orientation;
# u0: zero-point amplitude of the rattling motion; G = g*u0.
# Energies are in meV and lengths in nm unless a name says otherwise.
import numpy as np
from math import factorial, pi, sqrt, exp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv

# ---------- input parameters (round model values) ----------
d = 0.076
V4 = 10.0
rattle = 80.0
g_eV_nm = 1.0
stretch = 450.0
V2 = 1.0

meV = 1e-3 * const.e
k_B = const.k / meV
proton_positions = np.array([-d / 2, d / 2]) * 1e-9
inertia = const.m_p * np.sum(proton_positions**2)
B = const.hbar**2 / (2 * inertia) / meV
B_formula = const.hbar**2 / (const.m_p * (d * 1e-9)**2) / meV
assert abs(B / B_formula - 1) < 1e-12

# ---------- free-rotor spectrum from the differential operator ----------
N = 600
h = pi / N
theta = (np.arange(N) + 0.5) * h
s = np.sin(theta)
s_edge = np.sin(np.arange(N + 1) * h)
for m in range(4):
    diagonal = (s_edge[1:] + s_edge[:-1]) / (h**2 * s) + m**2 / s**2
    off = -s_edge[1:-1] / (h**2 * np.sqrt(s[1:] * s[:-1]))
    found = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                             select='i', select_range=(0, 2))
    expected = np.array([J * (J + 1) for J in range(m, m + 3)])
    # tolerance: second-order grid error
    assert np.max(np.abs(found - expected)) < 1e-2

# ---------- real spherical harmonics on a quadrature grid ----------
J_MAX = 14
N_X, N_PHI = 32, 64
x_nodes, x_weights = np.polynomial.legendre.leggauss(N_X)
phi_nodes = np.arange(N_PHI) * 2 * pi / N_PHI
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing='ij')
weight = np.repeat(x_weights, N_PHI) * 2 * pi / N_PHI
sin_t = np.sqrt(1 - X**2)
n = np.array([(sin_t * np.cos(PHI)).ravel(),
              (sin_t * np.sin(PHI)).ravel(), X.ravel()])
rows, antipode_rows, J_list = [], [], []
for J in range(J_MAX + 1):
    for m in range(-J, J + 1):
        q = abs(m)
        norm = sqrt((2 * J + 1) / (4 * pi) * factorial(J - q) / factorial(J + q))
        if m:
            norm *= sqrt(2)
        angular = np.cos(q * PHI) if m >= 0 else np.sin(q * PHI)
        Y_grid = norm * lpmv(q, J, X) * angular
        rows.append(Y_grid.ravel())
        antipode_rows.append(np.roll(Y_grid[::-1], N_PHI // 2, axis=1).ravel())
        J_list.append(J)
Y = np.array(rows)
Y_antipode = np.array(antipode_rows)
J_of = np.array(J_list)
assert np.max(np.abs((Y * weight) @ Y.T - np.eye(len(J_of)))) < 1e-10


def matrix(f):
    return (Y * (weight * f)) @ Y.T


# ---------- spin weights from the antisymmetric projector ----------
swap = np.eye(4)[[0, 2, 1, 3]]
inversion = (Y * weight) @ Y_antipode.T
spin_weights = []
for J in range(4):
    pick = np.where(J_of == J)[0]
    exchange = np.kron(inversion[np.ix_(pick, pick)], swap)
    allowed = np.trace((np.eye(len(exchange)) - exchange) / 2)
    spin_weights.append(allowed / (2 * J + 1))
assert np.allclose(spin_weights, [1, 3, 1, 3], atol=1e-10)

# ---------- which anisotropies a tetrahedral cage allows ----------
cubic = np.sum(n**4, axis=0) - 0.6
neighbours = 0.235 / sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def proton_energy(points):
    return sum(np.exp(-np.linalg.norm(points - R[:, None], axis=0) / 0.03)
               for R in neighbours)


def molecule_energy(centre):
    c = np.array(centre)[:, None]
    return proton_energy(c + d / 2 * n) + proton_energy(c - d / 2 * n)


def component(f, J):
    return (Y[J_of == J] * weight) @ f


def cosine(u, v):
    return abs(u @ v) / np.linalg.norm(u) / np.linalg.norm(v)


pair = molecule_energy([0, 0, 0])
single = proton_energy(d / 2 * n)
size = [np.linalg.norm(component(pair, J)) for J in range(5)]
assert max(size[1:4]) < 1e-9 * size[0]
assert size[4] > 1e-6 * size[0]
assert np.linalg.norm(component(single, 3)) > size[4]
assert abs(cosine(component(pair, 4), component(cubic, 4)) - 1) < 1e-8
step = 1e-4
slope = (molecule_energy([step, 0, 0]) - molecule_energy([-step, 0, 0])) / (2 * step)
assert abs(cosine(component(slope, 2), component(n[1] * n[2], 2)) - 1) < 1e-7

# ---------- rotor levels in the cubic field ----------
cubic_matrix = matrix(cubic)
kinetic = np.diag(B * J_of * (J_of + 1.0))


def rotor_levels(parity, potential):
    pick = np.where(J_of % 2 == parity)[0]
    return eigvalsh((kinetic + potential)[np.ix_(pick, pick)])


def cubic_results(amplitude):
    even = rotor_levels(0, amplitude * cubic_matrix)
    odd = rotor_levels(1, amplitude * cubic_matrix)
    return even, odd


weak = 0.1
even_w, odd_w = cubic_results(weak)
J2_weak = even_w[1:6] - 6 * B
J2_formula = weak * np.array([-8 / 105] * 3 + [4 / 35] * 2)
assert np.max(np.abs(J2_weak - J2_formula)) < 0.01 * weak * 4 / 21
gap_shift_weak = odd_w[0] - even_w[0] - 2 * B
assert abs(gap_shift_weak / (-8 * weak**2 / (18375 * B)) - 1) < 0.01
even_c, odd_c = cubic_results(V4)
assert np.ptp(odd_c[:3]) < 1e-9
J2_split = even_c[5] - even_c[1]
gap_shift_cubic = odd_c[0] - even_c[0] - 2 * B

# ---------- thermal sums and their high-temperature forms ----------
J_sum = np.arange(80)


def signed_sum(a, sign):
    return np.sum(float(sign)**J_sum * (2 * J_sum + 1) * np.exp(-a * J_sum * (J_sum + 1)))


def ratio(T):
    terms = (2 * J_sum + 1) * np.exp(-B / (k_B * T) * J_sum * (J_sum + 1))
    return 3 * terms[1::2].sum() / terms[::2].sum()


for a in (0.28, 1.0, 3.0):
    poisson = exp(a / 4) * (pi / a)**1.5 * sum(
        (-1)**j * (2 * j + 1) * exp(-(j + 0.5)**2 * pi**2 / a) for j in range(8))
    assert abs(signed_sum(a, -1) / poisson - 1) < 1e-9
for a in (0.05, 0.1):
    assert abs(signed_sum(a, 1) - (1 / a + 1 / 3 + a / 15)) < 0.02 * a**2


def deviation_formula(T):
    a = B / (k_B * T)
    return 6 * pi**1.5 / sqrt(a) * exp(-pi**2 / (4 * a))


# tolerance: the leading form omits relative corrections of order a/12
for T in (300, 500):
    assert abs((3 - ratio(T)) / deviation_formula(T) - 1) < 0.15 * B / (k_B * T)
assert abs(ratio(15) / (9 * exp(-2 * B / (k_B * 15))) - 1) < 1e-9
T_equal = brentq(lambda T: ratio(T) - 1, 20, 200)
T_one_percent = brentq(lambda T: ratio(T) - 2.97, 100, 400)


def thermal_ratio(even, odd, T):
    zero = min(even[0], odd[0])
    return (3 * np.exp(-(odd - zero) / (k_B * T)).sum()
            / np.exp(-(even - zero) / (k_B * T)).sum())


for strong in (50.0, -200.0):
    even_s, odd_s = cubic_results(strong)
    assert abs(thermal_ratio(even_s, odd_s, 600) - 3) < 1e-3

# ---------- rotation coupled to rattling of the whole molecule ----------
u0 = sqrt(const.hbar**2 / (2 * 2 * const.m_p * rattle * meV)) * 1e9
G = g_eV_nm * 1000 * u0
quanta = [(i, j, k) for i in range(4) for j in range(4) for k in range(4)
          if i + j + k <= 3]
position = {state: i for i, state in enumerate(quanta)}
shift_ops = np.zeros((3, len(quanta), len(quanta)))
for state, i in position.items():
    for axis in range(3):
        raised = list(state)
        raised[axis] += 1
        j = position.get(tuple(raised))
        if j is not None:
            shift_ops[axis, i, j] = shift_ops[axis, j, i] = sqrt(raised[axis])
orient_ops = [matrix(n[1] * n[2]), matrix(n[2] * n[0]), matrix(n[0] * n[1])]
rattle_energy = np.diag([rattle * sum(state) for state in quanta])


def coupled_levels(parity, coupling, cubic_amplitude):
    pick = np.where((J_of % 2 == parity) & (J_of <= 8))[0]
    block = np.ix_(pick, pick)
    rotor = (kinetic + cubic_amplitude * cubic_matrix)[block]
    H = np.kron(rotor, np.eye(len(quanta))) + np.kron(np.eye(len(pick)), rattle_energy)
    for orient, shift in zip(orient_ops, shift_ops):
        H += coupling * np.kron(orient[block], shift)
    return eigvalsh(H)


def coupling_gap_formula(coupling):
    return -coupling**2 / 5 * (0.4 / rattle + 0.6 / (10 * B + rattle)
                               - 1 / (6 * B + rattle))


even_1, odd_1 = (coupled_levels(p, 1.0, 0.0) for p in (0, 1))
assert abs((odd_1[0] - even_1[0] - 2 * B) / coupling_gap_formula(1.0) - 1) < 0.02
even_g, odd_g = (coupled_levels(p, G, 0.0) for p in (0, 1))
gap_shift_rattle = odd_g[0] - even_g[0] - 2 * B
J2_split_rattle = even_g[5] - even_g[1]
even_f, odd_f = (coupled_levels(p, G, V4) for p in (0, 1))
assert np.ptp(odd_f[:3]) < 1e-8
gap_full = odd_f[0] - even_f[0]
ratio_full = {T: thermal_ratio(even_f, odd_f, T) for T in (77, 300)}
for T in ratio_full:
    assert abs(ratio_full[T] / ratio(T) - 1) < 0.02


# ---------- centrifugal stretching and axial field ----------
def centrifugal_shift(J):
    E = B * J * (J + 1)
    stiffness = stretch**2 / (2 * B)
    best = minimize_scalar(lambda y: E / y**2 + stiffness * (y - 1)**2 / 2,
                           bounds=(0.9, 1.2), method='bounded',
                           options={'xatol': 1e-10})
    return best.fun - E


assert abs(centrifugal_shift(1) / (-16 * B**3 / stretch**2) - 1) < 0.02
odd_axial = rotor_levels(1, V2 * matrix((3 * n[2]**2 - 1) / 2))
axial_split = odd_axial[2] - odd_axial[0]
assert abs(axial_split / (0.6 * V2) - 1) < 0.02

# ---------- printed results ----------
print(f"input: proton distance d = {d:.3f} nm")
print(f"input: cubic anisotropy V4 = {V4:.1f} meV")
print(f"input: rattling quantum = {rattle:.1f} meV")
print(f"input: displacement coupling g = {g_eV_nm:.1f} eV/nm")
print(f"input: stretching quantum = {stretch:.1f} meV")
print(f"input: axial field V2 = {V2:.1f} meV")
print(f"rotational constant B = {B:.4f} meV")
for J in range(4):
    print(f"free level J={J}: {B*J*(J+1):.3f} meV, spin weight {spin_weights[J]:.0f}")
print(f"ortho-para gap 2B = {2*B:.3f} meV")
print(f"ortho-para gap 2B/k = {2*B/k_B:.1f} K")
print(f"J=2 splitting by V4, diagonalized = {J2_split:.4f} meV")
print(f"J=2 splitting by V4, first order = {4*V4/21:.4f} meV")
print(f"gap shift by V4, diagonalized = {gap_shift_cubic:.5f} meV")
print(f"gap shift by V4, second order = {-8*V4**2/(18375*B):.5f} meV")
for T in (20, 77, 150, 300, 500):
    r = ratio(T)
    print(f"T={T} K: ortho/para = {r:.6f}, ortho fraction = {r/(1+r):.5f}")
print(f"a = B/kT at 300 K = {B/(k_B*300):.4f}")
print(f"3 - ratio at 300 K, direct sum = {3-ratio(300):.6f}")
print(f"3 - ratio at 300 K, leading form = {deviation_formula(300):.6f}")
print(f"temperature where ratio = 1: {T_equal:.1f} K")
print(f"temperature where ratio = 2.97: {T_one_percent:.1f} K")
print(f"rattling zero-point amplitude u0 = {u0:.5f} nm")
print(f"coupling energy G = g*u0 = {G:.2f} meV")
print(f"gap shift by rattling, diagonalized = {gap_shift_rattle:.4f} meV")
print(f"gap shift by rattling, second order = {coupling_gap_formula(G):.4f} meV")
print(f"J=2 splitting by rattling alone = {J2_split_rattle:.4f} meV")
print(f"gap with V4 and rattling together = {gap_full:.4f} meV")
print(f"J=2 splitting with both together = {even_f[5]-even_f[1]:.4f} meV")
for T in (77, 300):
    print(f"T={T} K: ratio with V4 and rattling = {ratio_full[T]:.5f}")
print(f"centrifugal shift of J=1 = {centrifugal_shift(1):.4f} meV")
print(f"centrifugal shift of J=3 = {centrifugal_shift(3):.4f} meV")
print(f"J=1 splitting by axial field = {axial_split:.4f} meV")
print("done: every assertion held")
```

Printed output:

```
input: proton distance d = 0.076 nm
input: cubic anisotropy V4 = 10.0 meV
input: rattling quantum = 80.0 meV
input: displacement coupling g = 1.0 eV/nm
input: stretching quantum = 450.0 meV
input: axial field V2 = 1.0 meV
rotational constant B = 7.1848 meV
free level J=0: 0.000 meV, spin weight 1
free level J=1: 14.370 meV, spin weight 3
free level J=2: 43.109 meV, spin weight 1
free level J=3: 86.218 meV, spin weight 3
ortho-para gap 2B = 14.370 meV
ortho-para gap 2B/k = 166.8 K
J=2 splitting by V4, diagonalized = 1.8935 meV
J=2 splitting by V4, first order = 1.9048 meV
gap shift by V4, diagonalized = -0.00593 meV
gap shift by V4, second order = -0.00606 meV
T=20 K: ortho/para = 0.002154, ortho fraction = 0.00215
T=77 K: ortho/para = 1.024427, ortho fraction = 0.50603
T=150 K: ortho/para = 2.535797, ortho fraction = 0.71718
T=300 K: ortho/para = 2.991387, ortho fraction = 0.74946
T=500 K: ortho/para = 2.999970, ortho fraction = 0.75000
a = B/kT at 300 K = 0.2779
3 - ratio at 300 K, direct sum = 0.008613
3 - ratio at 300 K, leading form = 0.008836
temperature where ratio = 1: 76.1 K
temperature where ratio = 2.97: 254.8 K
rattling zero-point amplitude u0 = 0.01139 nm
coupling energy G = g*u0 = 11.39 meV
gap shift by rattling, diagonalized = -0.0216 meV
gap shift by rattling, second order = -0.0215 meV
J=2 splitting by rattling alone = 0.2783 meV
gap with V4 and rattling together = 14.3407 meV
J=2 splitting with both together = 2.1658 meV
T=77 K: ratio with V4 and rattling = 1.02872
T=300 K: ratio with V4 and rattling = 2.99144
centrifugal shift of J=1 = -0.0291 meV
centrifugal shift of J=3 = -1.0182 meV
J=1 splitting by axial field = 0.5993 meV
done: every assertion held
```
